The CCSD Lambda Equations with Three-Body Terms Folded into G Intermediates

**Q.** A CCSD calculation already gives the energy and the amplitudes. Why solve another set of equations?

A. Because the CCSD energy is not stationary in its amplitudes. If a perturbation changes H, the amplitudes change too, and their first-order change enters the energy derivative. Multipliers remove it. Let |0> be the reference determinant, i…n occupied and a…f virtual spin orbitals, with repeated indices summed. An orbital label also stands for its annihilation operator. Define

T = T1 + T2 = t_i^a a†i + ¼ t_ij^ab a†b†ji
Λ = Λ1 + Λ2 = λ^i_a i†a + ¼ λ^ij_ab i†j†ba
H̄ = e^(−T) H e^T,  L = <0|(1+Λ)H̄|0>.

Stationarity in λ gives the CCSD equations, and L then equals the energy. If L is also stationary in t, then dE/dF = ∂L/∂F for a field strength F, with no amplitude derivatives. The conditions ∂L/∂t = 0 are the Lambda equations. The orbitals are held fixed here, so orbital relaxation is left out.

**Q.** Differentiating an exponential of operators looks risky.

A. All excitation operators commute, so a variation δT gives δH̄ = H̄δT − δT H̄, hence

δL = <0|(1+Λ)[H̄,δT]|0> = R_i^a δt_i^a + ¼ R_ij^ab δt_ij^ab.

We need R = 0. Call a† and i creators, since they create particles and holes on |0>; a and i† are annihilators and give zero on |0>. A contraction joins an annihilator to a creator on its right and gives 1 for equal orbitals. δT contains creators alone, so contractions occur in H̄δT but not in δT H̄. The uncontracted parts cancel, and the commutator keeps the terms with at least one contraction between H̄ and δT.

**Q.** Could I use <0|(1+Λ)(H̄−E)|μ> instead?

A. At a CCSD solution, yes. Elsewhere the two can differ: for a single excitation, <0|Λ2 δT1 H̄|0> contains the singles residual, which is zero at the solution but generally not for other amplitudes. The commutator form is the derivative of L for any T.

**Q.** H̄ has terms up to fourth order in T1. How will you keep track of them?

A. By absorbing T1 into the integrals. One commutator suffices for each operator:

e^(−T1) e e^(T1) = e + t_i^e i
e^(−T1) m† e^(T1) = m† − t_m^a a†,

while a† and i are unchanged. With the matrix t having elements t_ai = t_i^a, and v_pqrs = <pq||rs>, the new integrals are

h′ = (1−t) h (1+t)
g_pqrs = (1−t)_pp′ (1−t)_qq′ v_p′q′r′s′ (1+t)_r′r (1+t)_s′s.

Normal ordering, written { }, moves annihilators to the right with the permutation sign. Contracting one pair in ¼g p†q†sr can be done in four equal ways, so

e^(−T1) H e^(T1) = E′ + f_pq{p†q} + ¼ g_pqrs{p†q†sr},  f_pq = h′_pq + g_pkqk (k occupied).

No Hartree-Fock condition is used. Also g_ijab = v_ijab, because t has no element that could alter these four indices.

**Q.** T2 remains, and I expect the signs to go wrong there.

A. We can work out once what each group of annihilators becomes when all its members are contracted with T2:

(a) e → ½ t_ij^eb b†ji
(b) m† → −½ t_mj^ab a†b†j
(c) fe → ½ t_ij^ef ji
(d) m†n† → ½ t_mn^ab a†b†
(e) m†e → t_im^ae a†i
(f) m†fe → t_im^ef i
(g) m†n†e → −t_mn^ae a†

For (a), e can meet a† or b†, and the antisymmetry of t makes the two results equal: 2 × ¼ = ½. For (b), m† passes a†b† without a sign; to meet i it must also pass j, which gives the minus, and meeting j gives an equal term. In (c), e meets a† and f meets b†, a nested pair with sign plus; the exchanged pairing is equal. Rule (d) is the same for holes.

For (e), apply (a) first. Then m† acts on ½ t_ij^eb b†ji. It passes b† with a minus; meeting j leaves −½t_im^eb b†i, and meeting i leaves +½t_mj^eb b†j. These are equal and add to t_mj^eb b†j = t_jm^be b†j, which is (e) renamed. For (f), m† acts on (c): ½t_ij^ef(δ_mj i − δ_mi j) = t_im^ef i. For (g), e passes m†n† without a sign and acts on (d): ½(t_mn^eb b† − t_mn^ae a†) = −t_mn^ae a†.

Members of a group must first be brought together, with a minus for each interchange. T2 has an even number of operators, so its remainder can stand where the group stood.

**Q.** Then show me the elements of H̄. Could T2 act twice?

A. Write H̄ = E + F_pq{p†q} + ¼W_pqrs{p†q†sr} + (1/36)W_pqrstu{p†q†r†uts} + …. With H′ = e^(−T1) H e^(T1), H̄ = H′ + [H′,T2] + ½[[H′,T2],T2] + …, and by the argument used for δT each commutator keeps only terms in which that T2 is contracted with H′. Give each term a level, half of (creators minus annihilators). T2 raises the level by 2. The lowest level in H is −2, from v_ijab, so two T2 factors give at least +2. The Lambda equations will need levels up to +1, so one T2 is enough.

Levels −2 and −1 have no T2 correction:

F_ia = f_ia,  W_ijab = v_ijab,  W_ijka = g_ijka,  W_aibc = g_aibc.

For the rest, count equal orderings in ¼W_pqrs. The weight stays ¼ if both index pairs are of one type (ijkl), becomes ½ if one pair is mixed (abci), and 1 if both are (iabj). At level 0, the source is ¼v_mnef m†n†fe:

F_ij = f_ij + ½ v_imef t_jm^ef
F_ab = f_ab − ½ v_mnbe t_mn^ae
W_ijkl = g_ijkl + ½ v_ijef t_kl^ef
W_abcd = g_abcd + ½ v_mncd t_mn^ab
W_iabj = g_iabj + v_imbe t_jm^ae.

F_ij uses (f), with two choices of the uncontracted hole: 2 × ¼ = ½. F_ab uses (g) likewise. W_ijkl and W_abcd use (c) and (d), whose ½ survives. W_iabj uses (e), with 2 × 2 choices cancelling the ¼.

**Q.** And level +1, where several sources mix?

A. Let P(pq)X = X − X(p↔q). For ½W_abci{a†b†ic} the sources are

f_mc m†c → −½ f_mc t_mi^ab a†b†ic, by (b)
½ g_mnci m†n†ic → ¼ g_mnci t_mn^ab a†b†ic, by (d)
½ g_mbcf m†b†fc → g_mbcf t_im^af a†b†ic, by (e).

In the last line, f or c may be contracted, which removes the ½. The sign is plus because m†b†f = −b†m†f and −b†a†i = a†b†i. Antisymmetrizing in a,b turns a coefficient X into ½P(ab)X, so

W_abci = g_abci − f_mc t_mi^ab + ½ g_mnci t_mn^ab − P(ab) g_mbcf t_mi^af.

For ½W_iajk{i†a†kj}, rule (a) gives ½f_ie t_jk^ea, rule (c) gives ¼g_iaef t_jk^ef, and rule (e) on g_imje i†m†ej gives g_imje t_km^ae. Hence

W_iajk = g_iajk − f_ie t_jk^ae + ½ g_iaef t_jk^ef + P(jk) g_imje t_km^ae.

**Q.** You have stopped at two-body elements. What entitles you to drop the others?

A. Nothing yet, so we count. In δL every annihilator of H̄ must be contracted with δT, because the ket is |0>. The creators left over must number 0, 2 or 4, to be absorbed by 1, Λ1 or Λ2. Let H̄ supply d annihilators and c creators.

For δT1, which has two creators, c + 2 − d must be 0, 2 or 4. With d = 1, c is 1 or 3: F_ea, F_im, W_efam, W_iemn. With d = 2, c is 0, 2 or 4: F_ia, W_ieam and a three-body element W_cdikla.

For δT2, c + 4 − d must be 0, 2 or 4:

d = 1: c = 1, one-body
d = 2: c = 0 or 2, F_jb and two-body
d = 3: c = 1 or 3, two-body and three-body
d = 4: c = 0, 2 or 4.

In the last line c = 0 is v_ijab. The case c = 2 is three-body at level −1, which would need T2 on a level −3 term, and none exists. The case c = 4 is four-body at level 0; it would need v and T2 side by side without a contraction, and H̄ has no such term. For d = 3 the annihilators are two holes and a particle or the reverse. Three three-body classes therefore remain.

**Q.** What are they?

A. Each has one contraction, and each has weight 9/36 = ¼, since the odd index can take three places in each triple.

From ½v_ijbe i†j†eb (two choices of particle), rule (a) gives ¼v_ijbe t_kl^ec i†j†c†lkb. Moving b past lk costs no sign:

W_ijcklb = v_ijbe t_kl^ec.

From ½v_mjab m†j†ba, rule (b) gives −¼v_mjab t_mk^cd c†d†k j†ba. Moving k past three operators reverses the sign:

W_jcdkab = v_mjab t_mk^cd.

From g_ciea c†i†ae, rule (a) gives ½g_ciea t_kl^ed c†d†i†alk, as d† passes a and i†. From g_nika n†i†ak, rule (b) gives −½g_nika t_nl^cd c†d†i†alk, as l passes i† and a. Antisymmetrized,

W_cdikla = P(cd) g_ciea t_kl^ed − P(kl) g_nika t_nl^cd.

**Q.** Now contract with Λ. Begin with the singles.

A. For δT1 the replacements are a → δt_i^a i, i† → −δt_i^a a†, and i†a → δt_i^a. Closing with Λ follows from

<0|Λ1 X_ai a†i|0> = λ^i_a X_ai
<0|Λ2 X_abij a†b†ji|0> = λ^ij_ab X_abij,

where four equal pairings cancel the ¼ in Λ2. The pieces of H̄ become, with δt_i^a factored out:

F_ia i†a → F_ia
F_ea e†a → F_ea e†i → λ^i_e F_ea
F_im i†m → −F_im a†m → −λ^m_a F_im
W_ieam i†e†ma → W_ieam e†m → λ^m_e W_ieam
½W_efam e†f†ma → ½W_efam e†f†mi → ½λ^im_ef W_efam
½W_iemn i†e†nm → −½W_iemn a†e†nm → −½λ^mn_ae W_iemn
¼W_cdikla c†d†i†alk → ¼λ^kl_cd W_cdikla.

**Q.** That last line contains a six-index object. Its cost worries me.

A. Forming W_cdikla sums over e or n for six free indices, seven in all: N⁷ work for system size N. But insert its definition. The two terms of each P are equal under λ, so

¼λ^kl_cd W_cdikla = ½λ^kl_cd t_kl^ed g_ciea − ½λ^kl_cd t_nl^cd g_nika.

The integral shares just two indices with the product λt. Contract λ with t first:

G_ae = −½ t_mn^ef λ^mn_af,  G_mi = ½ t_mn^ef λ^in_ef.

The two terms become −G_ce g_ciea and −G_nk g_nika. With renamed indices, the singles equation is

0 = F_ia + λ^i_e F_ea − λ^m_a F_im + λ^m_e W_ieam + ½λ^im_ef W_efam − ½λ^mn_ae W_iemn − G_ef W_eifa − G_mn W_mina.

**Q.** Does G mean anything, or is it bookkeeping?

A. Apply (a) to f_be b†e and close with Λ2: L contains ½λ^ij_ba t_ij^ea f_be = −G_be f_be. So −G_be is the part of the virtual one-particle density due to Λ2 and T2. Rule (b) gives −G_mj f_mj for the occupied part in the same way. A change δt_i^a acts on the last, summed index of g_pkqk and adds g_piqa δt_i^a to f_pq. Inserted in −G_be f_be − G_mj f_mj, this gives the two G terms of the singles equation: they are the response of the mean field felt by this density to a change of the occupied orbitals that generate it. The change of f through its outer indices appears instead in the f·t terms of W_efam and W_iemn. The traces of G_mi and G_ae are opposite, by their definitions: what leaves the occupied space enters the virtual one.

**Q.** The doubles equation has more permutations. Please don't hide the factors.

A. Rules (a) to (g) hold with δt_ij^ab for t. If a term of δL is X_ijab δt_ij^ab, comparison with ¼R_ij^ab δt_ij^ab gives R = P(ij)P(ab)X, since δt sees just the antisymmetric part of X. If X is already antisymmetric in a pair, P for that pair is a factor 2. The terms X are:

v_ijab: ¼v_ijab
F_eb, rule (a): ½λ^ij_ae F_eb
F_jm, rule (b): −½λ^im_ab F_jm
W_ijmn, rule (d): ⅛λ^mn_ab W_ijmn
W_efab, rule (c): ⅛λ^ij_ef W_efab
W_jebm, rule (e): λ^im_ae W_jebm
F_jb, rule (e): λ^i_a F_jb
W_ejab, rule (f): ½λ^i_e W_ejab
W_ijmb, rule (g): −½λ^m_a W_ijmb
W_ijcklb, rule (g): ¼λ^kl_ac W_ijcklb
W_jcdkab, rule (f): −¼λ^ik_cd W_jcdkab.

The less evident signs are these. For F_eb, (a) leaves e†a†ji with δt_ij^ba; exchanging both pairs of virtual labels costs nothing. For F_jm, (b) leaves −½δt_ji^ab a†b†im, and both hole pairs are exchanged. For W_jebm, j†e†mb = e†m j†b becomes e†ma†i = a†e†mi. For W_ijcklb, c†b = −bc† cancels the minus of (g). For W_jcdkab, the remainder c†d†ik closes with λ^ki_cd = −λ^ik_cd.

**Q.** And the three-body terms fold again?

A. Yes. After the factor 2 they are

½P(ab)λ^kl_ac v_ijbe t_kl^ec = −P(ab) v_ijbe G_ae = P(ab) v_ijae G_be
−½P(ij)λ^ik_cd v_mjab t_mk^cd = −P(ij) v_mjab G_mi = −P(ij) v_imab G_mj.

The last step in the first line exchanges a and b under P. In the second, exchanging i and j gives +P(ij)v_miab G_mj, and v_miab = −v_imab. Thus

0 = v_ijab + P(ab)λ^ij_ae F_eb − P(ij)λ^im_ab F_jm + ½λ^mn_ab W_ijmn + ½λ^ij_ef W_efab + P(ij)λ^i_e W_ejab − P(ab)λ^m_a W_ijmb + P(ij)P(ab)[λ^im_ae W_jebm + λ^i_a F_jb] + P(ab)v_ijae G_be − P(ij)v_imab G_mj.

**Q.** Is everything now N⁶?

A. Forming G and using it each involve at most five indices. The costliest remaining contractions have six: λ^ij_ef W_efab, for example, has i, j, e, f, a, b. The same limit holds for forming the elements of H̄, and the T1 transformation of the integrals takes five indices at a time. For water in the 6-31G basis, with 10 occupied and 16 virtual spin orbitals, the largest contraction after the T1 transformation needs 10² × 16⁴ = 6,553,600 multiplications; with explicit three-body elements it is 10³ × 16⁴ = 65,536,000. One step of the T1 transformation needs 26³ × 10 × 16 = 2,812,160 if only the nonzero block of t is used, and 26⁵ = 11,881,376 with full matrices.

**Q.** I would like to see the terms balance in that molecule.

A. Take all-electron CCSD with bond length 1.81 bohr and angle 104.5°. The largest λ2 belongs to the α,β pair excited from spatial orbital 5 to orbital 9, an excitation that Λ undoes. Its terms, in millihartree, are

v: 159.04
F terms: −127.64 − 57.37 = −185.01
W_ijmn and W_efab: −41.98 − 33.72 = −75.70
λ1 terms: −1.31 + 1.63 + 0.01 = 0.33
W_jebm: 107.09
G terms: −2.79 − 2.97 = −5.76.

They add to −0.01, which is rounding; the unrounded sum is about 10⁻¹² hartree. Here λ = −0.0536 and t = −0.0534. The similarity has a limiting case behind it: for canonical Hartree-Fock orbitals, the first order in the fluctuation potential leaves v_ijab + λ^ij_ab(ε_a + ε_b − ε_i − ε_j) = 0, and t_ij^ab obeys the same equation for real orbitals.

For the largest λ1, the two G terms are −7.61 and +8.29 millihartree. They nearly cancel in this element, though each is comparable with the F terms, −10.67 and −5.85.

**Q.** Terms of a few millihartree might not matter for a property.

A. Compare the electronic <z>. L is linear in H, so <z> is L with z in place of H, at the solved T and Λ. This gives 1.22436 bohr. Differentiating CCSD energies in a finite field, with orbitals fixed, agrees to about 3 × 10⁻⁹ bohr. Solving for Λ without the G terms gives 1.22750, an error of 0.0031 bohr. The correlation shift from Hartree-Fock is 1.22436 − 1.18124 = 0.04312 bohr, so the error is 7% of that shift.

The nuclei contribute 2 × 1.81 × cos(52.25°) = 2.2162 a.u., and the dipole moment is 2.2162 − 1.2244 = 0.992 a.u., or 2.52 debye. This value leaves out orbital relaxation and higher excitations, and the basis is small.

**Q.** When would the equations themselves let me down?

A. They are linear in Λ, with the transposed matrix <μ|[H̄,τ_ν]|0>, where τ_ν is an excitation operator. If that matrix is singular, Λ is not uniquely determined or does not exist; near such a point Λ can become very large. And if T contains triples, the level count changes and further terms enter. Within CCSD, the numerical check compares both equations with Fock-space matrices for a random Hamiltonian and random T and Λ, so the agreement does not rest on a converged solution.

Calculated quantities

```
Model: 3 occupied + 4 virtual spin orbitals, largest deviations (hartree)
  one- and two-body Hbar elements : 2.7e-15
  three-body Hbar elements        : 3.5e-15
  folded vs explicit three-body   : 1.9e-16
  CCSD energy and residuals       : 1.3e-15
  Lambda singles, doubles         : 2.7e-15, 1.7e-15
  size of derivatives tested      : 5.321, 3.442
Most indices in one contraction: folded 6, explicit three-body 7, G terms 5
Water, CCSD/6-31G, bond 1.81 bohr, angle 104.5 degrees
  spin orbitals: 10 occupied, 16 virtual
  Hartree-Fock energy     : -75.98398167 hartree
  CCSD correlation energy : -0.13538140 hartree
  iterations for T, Lambda: 32, 28
  norms of t1, lambda1    : 0.026834, 0.020971
  norms of t2, lambda2    : 0.419278, 0.417185
  traces of G_mi, G_ae    : 0.087451, -0.087451
  multiplications in the largest contraction: folded 6553600, explicit 65536000
Largest lambda1: i=3b a=12b, lambda -0.007737, t -0.008532; terms (hartree):
  F_ia          0.0017513
  l1 F_ea      -0.0106729
  l1 F_im      -0.0058496
  l1 W_ieam     0.0039008
  l2 W_efam     0.0283783
  l2 W_iemn    -0.0181814
  G_ef W_eifa  -0.0076148
  G_mn W_mina   0.0082884
  sum          -1.0e-11
Largest lambda2: i=5a j=5b a=9a b=9b, lambda -0.053571, t -0.053380; terms (hartree):
  v_ijab        0.1590369
  l2 F_eb      -0.1276403
  l2 F_jm      -0.0573651
  l2 W_ijmn    -0.0419820
  l2 W_efab    -0.0337163
  l1 W_ejab    -0.0013050
  l1 W_ijmb     0.0016335
  l2 W_jebm     0.1070862
  l1 F_jb       0.0000132
  G_be v_ijae  -0.0027942
  G_mj v_imab  -0.0029669
  sum           1.9e-12
Electronic <z>, field step 0.002 a.u., fixed orbitals (bohr)
  Hartree-Fock            : 1.18123848
  from Lambda             : 1.22436031
  from finite field       : 1.22436030
  Lambda without G terms  : 1.22750056
  errors with, without G  : 2.5e-09, 3.1e-03
Dipole moment, Hartree-Fock: 1.034988 a.u.
Dipole moment, CCSD unrelaxed: 0.991866 a.u. = 2.5211 debye
```
